# Suzuki's double-gate natural length and its 11 percent excess without oxide

## Definitions and conventions

A silicon film of thickness $t=2a$ lies between two identical gates, each separated from it by an oxide of thickness $d$. The permittivities are $\varepsilon_s$ (silicon) and $\varepsilon_o$ (oxide). The coordinate $x$ runs along the channel from source to drain, and $y$ runs across the film from its middle, so the silicon surfaces are at $y=\pm a$.

The electrostatic potential is $\phi(x,y)$, and $V$ is the gate potential less the flat-band voltage. The film has uniform acceptor density $N$. In subthreshold I neglect mobile charge, so with $q>0$

$$\phi_{xx}+\phi_{yy}=\frac{qN}{\varepsilon_s}.\tag{1}$$

Far from source and drain $\phi$ depends on $y$ alone. The departure from that long-channel solution is $u$. It obeys Laplace's equation, $u_{xx}+u_{yy}=0$, and vanishes on the gates. A decay length $\lambda$ is defined by $u\propto e^{-x/\lambda}$. Positive $u$ lowers the barrier seen by electrons.

Suzuki's natural length $\lambda_S$ comes from a parabolic potential across the film with Poisson's equation imposed at mid-film. The exact length $\lambda_1$ belongs to the slowest symmetric solution of Laplace's equation. "Exact" refers to this classical, two-dimensional problem without mobile charge.

## Simplest case: no oxide

With $d=0$ the gates touch the film and $u(x,\pm a)=0$. The symmetric parabola that meets this condition is

$$u=u_c(x)\left(1-\frac{y^2}{a^2}\right),\qquad u_{yy}=-\frac{2u_c}{a^2}.$$

Laplace's equation at $y=0$ gives $u_c''=2u_c/a^2$, hence

$$\lambda_S=\frac{a}{\sqrt2}=\frac{t}{2\sqrt2}=0.354\,t .$$

For the exact solution, try $u=e^{-kx}\cos ky$. Then $u_{xx}=k^2u$ and $u_{yy}=-k^2u$, so Laplace's equation holds at every point. The gates require $\cos ka=0$, and the smallest positive root is $ka=\pi/2$:

$$\lambda_1=\frac1k=\frac{2a}{\pi}=\frac t\pi=0.318\,t .$$

The next symmetric mode has $ka=3\pi/2$ and decays three times faster, so $\lambda_1$ governs the potential away from the contacts. The ratio is

$$\frac{\lambda_S}{\lambda_1}=\frac{\pi}{2\sqrt2}=1.1107.\tag{2}$$

The excess comes from the curvature at mid-film. There $u_{xx}=-u_{yy}$, so the transverse curvature sets the decay rate. For equal mid-film value and zero at the faces, the cosine has central curvature $\pi^2/(4a^2)=2.467/a^2$, while the parabola has $2/a^2$. The parabola bends too little at its centre, so its potential decays too slowly. Since length varies as the inverse square root of curvature, the factor is $\sqrt{2.467/2}=1.111$, which is (2).

For an 8 nm film $\lambda_S=2.828$ nm. A numerical eigenvalue calculation on a grid gives 2.546 nm for the exact length, and the ratio of the two is 1.1107.

## Adding a thin oxide

Now let $d$ be finite but small enough for the potential to drop linearly across the oxide, with no sideways spreading of its field. Symmetry removes the term linear in $y$, so the parabola is

$$\phi=\phi_c(x)+c(x)\,y^2 .$$

The displacement is continuous at $y=a$. With no interface charge beyond what the flat-band voltage contains,

$$\varepsilon_s\phi_y(a)=\frac{\varepsilon_o}{d}\,[V-\phi(a)].$$

The sign is right: a gate more positive than the surface makes $\phi$ rise towards it. Inserting the parabola,

$$2\varepsilon_s ca=\frac{\varepsilon_o}{d}\,(V-\phi_c-ca^2).$$

Multiply by $a/\varepsilon_s$ and define the coupling $b=\varepsilon_o a/(\varepsilon_s d)$:

$$2ca^2=b(V-\phi_c)-b\,ca^2
\quad\Rightarrow\quad
c=\frac{b\,(V-\phi_c)}{a^2(2+b)} .$$

At $y=0$, equation (1) reads $\phi_c''+2c=qN/\varepsilon_s$. Substituting $c$,

$$\phi_c''+\frac{V-\phi_c}{\lambda_S^2}=\frac{qN}{\varepsilon_s},\qquad
\lambda_S^2=\frac{a^2(2+b)}{2b}=a^2\left(\frac1b+\frac12\right).\tag{3}$$

Since $a^2/b=\varepsilon_s ad/\varepsilon_o$ and $a=t/2$,

$$\boxed{\lambda_S^2=\frac{\varepsilon_s td}{2\varepsilon_o}+\frac{t^2}{8}
=\frac{\varepsilon_s}{2\varepsilon_o}\left(1+\frac{\varepsilon_o t}{4\varepsilon_s d}\right)td}\tag{4}$$

This is Suzuki's natural length. Writing $\phi_c=V-qN\lambda_S^2/\varepsilon_s+u_c$ cancels the constant terms in (3) and leaves $u_c''=u_c/\lambda_S^2$, so $\lambda_S$ is indeed a decay length.

**Limits.** For $d\to0$ the first term of (4) vanishes and $\lambda_S\to t/(2\sqrt2)$, as found above. For $b\to0$ through low oxide permittivity at fixed thicknesses, the first term dominates: the film is nearly uniform across its thickness, and the oxide capacitance controls the decay. A thick oxide also makes $b$ small, but there the assumption of a linear drop fails.

**Long-channel limit.** Here the parabola is exact, because (1) reduces to $\phi_{yy}=qN/\varepsilon_s$. Gauss's law gives $\varepsilon_s\phi_y(a)=qNa$, so the oxide drop is $V-\phi(a)=qNad/\varepsilon_o$. The drop inside the film is $\phi(a)-\phi_c=qNa^2/(2\varepsilon_s)$. Adding them,

$$V-\phi_c=\frac{qN}{\varepsilon_s}\left(\frac{\varepsilon_s ad}{\varepsilon_o}+\frac{a^2}{2}\right)=\frac{qN\lambda_S^2}{\varepsilon_s}.$$

Thus $\lambda_S^2$ is the exact measure of the response to uniform doping. The approximation enters when the same number is used for the decay of $u$, whose transverse shape is not a parabola.

## How much depends on choosing mid-film?

For the decaying part, the thin-oxide condition gives

$$u=u_c\left(1-\beta\frac{y^2}{a^2}\right),\qquad \beta=\frac{b}{2+b}.$$

Imposing Laplace's equation at some height $y$ gives

$$u_c''\left(1-\beta\frac{y^2}{a^2}\right)=\frac{2\beta u_c}{a^2}.$$

The corresponding squared length is

$$\lambda^2(y)=\frac{a^2}{2\beta}-\frac{y^2}{2}=\lambda_S^2-\frac{y^2}{2}.\tag{5}$$

A true separated solution would give the same length at every height, so (5) measures the inconsistency of the parabola. At the surface, $\lambda^2=a^2/b$, which wrongly vanishes with the oxide. Averaging Laplace's equation over the film replaces $y^2$ by its mean $a^2/3$, giving

$$\lambda_{\rm av}^2=a^2\left(\frac1b+\frac13\right).$$

Without oxide this becomes $\lambda_{\rm av}=t/\sqrt{12}=0.289\,t$, about 9 percent below the exact $t/\pi$. Mid-film collocation errs upward in that limit and film averaging errs downward.

The exact mode under the same thin-oxide condition shows whether this ordering survives at finite $b$. With $u=e^{-kx}\cos ky$, the condition $\varepsilon_su_y(a)=-(\varepsilon_o/d)u(a)$ becomes

$$z\tan z=b,\qquad z=ka,\quad 0<z<\frac\pi2 .$$

Let $\lambda_R=a/z$ be its decay length. Since $1/b=\cot z/z$,

$$\frac{\lambda_R^2}{a^2}-\frac1b=\frac{1-z\cot z}{z^2}
=2\sum_{n=1}^{\infty}\frac{1}{n^2\pi^2-z^2}.$$

The last form uses the partial-fraction series of the cotangent. Every term increases with $z$. At $z\to0$ the sum is $(2/\pi^2)(\pi^2/6)=1/3$; at $z\to\pi/2$ the middle expression is $4/\pi^2$. Therefore

$$\frac13<\frac{\lambda_R^2}{a^2}-\frac1b<\frac4{\pi^2}=0.405 .$$

Suzuki's formula has $1/2$ in this place. It is too long for every finite $b>0$ as long as the oxide is treated as a linear drop, and the film average is too short.

## Letting the oxide field spread

In a real oxide the decaying potential also obeys Laplace's equation. The oxide solution that vanishes at the gate, $y=a+d$, is

$$u=Be^{-kx}\sin k(a+d-y).$$

At $y=a$, continuity of potential and of displacement require

$$\cos ka=B\sin kd,\qquad \varepsilon_s\sin ka=\varepsilon_oB\cos kd .$$

A common factor $-k$ has been cancelled in the second equation. Dividing it by the first,

$$\varepsilon_s\tan ka\,\tan kd=\varepsilon_o,\qquad \lambda_1=\frac1k,\tag{6}$$

with the smallest positive root. For $kd\ll1$, $\tan kd\approx kd$ and (6) returns to $z\tan z=b$.

**Approach to vanishing oxide.** Set $ka=\pi/2-\eta$. Then $\tan ka=1/\tan\eta$, and (6) becomes $\tan\eta=(\varepsilon_s/\varepsilon_o)\tan kd$. At fixed permittivity ratio both arguments are small as $d\to0$, and the tangents differ from their arguments only at third order. Hence

$$k\left(a+\frac{\varepsilon_s}{\varepsilon_o}d\right)\approx\frac\pi2,
\qquad \lambda_1\approx\frac t\pi(1+2s),\qquad s=\frac{\varepsilon_sd}{\varepsilon_ot}.$$

Equation (4) gives $\lambda_S=(t/2\sqrt2)\sqrt{1+4s}$. Because $(1+2s)^2=1+4s+4s^2$,

$$\frac{\lambda_S}{\lambda_1}\approx\frac{\pi}{2\sqrt2}
\sqrt{1-\frac{4s^2}{(1+2s)^2}}
=\frac{\pi}{2\sqrt2}\,(1-2s^2+\cdots).\tag{7}$$

Both lengths grow by the same fraction at first order, so the 11 percent excess departs from its limit only at second order. At $s=0.005$ the relative change of the ratio, found by solving (6), is $-4.83\times10^{-5}$; the leading term is $-5.00\times10^{-5}$.

**Low oxide permittivity.** Now let $\rho=\varepsilon_o/\varepsilon_s$ be small at fixed $d/a$, so that $k$ is small. Expanding each tangent to third order in (6),

$$k^2ad\left[1+\frac{k^2(a^2+d^2)}3+\cdots\right]=\rho .$$

Divide by $k^2\rho$, then use the leading result $k^2\approx\rho/(ad)$ in the correction:

$$\lambda_1^2\approx\frac{ad}{\rho}+\frac{a^2+d^2}{3},\qquad
\lambda_S^2=\frac{ad}{\rho}+\frac{a^2}{2}.$$

The term $d^2/3$ is the effect of field spreading in the oxide, which Suzuki's formula lacks. To this order the two lengths agree when $a^2+d^2=3a^2/2$, or $d/t=1/(2\sqrt2)=0.354$. Solving (6) at $\varepsilon_s/\varepsilon_o=3$ puts the crossing at $d/t=0.366$. With that permittivity ratio held fixed, the results are:

| $d/t$ | $\lambda_S/\lambda_1$ |
|---:|---:|
| 0.01 | 1.109 |
| 0.05 | 1.090 |
| 0.25 | 1.022 |
| 0.50 | 0.980 |
| 1.00 | 0.921 |

The 11 percent is therefore a limiting value, not a general correction factor.

## A fin transistor at 300 K

Take $t=8$ nm, $d=1$ nm, $\varepsilon_s=11.7$ and $\varepsilon_o=3.9$ in units of the vacuum permittivity, and channel length $\ell=25$ nm. Equation (4) gives

$$\lambda_S^2=\frac{11.7\times8\times1}{2\times3.9}+\frac{8^2}{8}=12+8=20\ \mathrm{nm^2},
\qquad \lambda_S=4.47\ \mathrm{nm}.$$

The root of (6) is $\lambda_1=4.23$ nm. Indeed $ka=0.945$ and $kd=0.236$, whose tangents, 1.384 and 0.241, multiply to 0.333, the required $\varepsilon_o/\varepsilon_s$. A two-dimensional solution of Laplace's equation, with its decay read well away from the source, also gives 4.23 nm. Suzuki's length is 5.7 percent too long here; the film average, 4.16 nm, is 1.6 percent too short.

**Effect on the barrier.** Let the mid-film departures at source and drain be $u_S=0.50$ V and $u_D=u_S+V_D$. The solution of $u_c''=u_c/\lambda_S^2$ with these end values is

$$u_c=\frac{u_S\sinh[(\ell-x)/\lambda_S]+u_D\sinh(x/\lambda_S)}{\sinh(\ell/\lambda_S)} .$$

For $\ell\gg\lambda_S$, near the minimum this is $u_Se^{-x/\lambda_S}+u_De^{-(\ell-x)/\lambda_S}$. The product of the two terms does not depend on $x$, so their sum is least when they are equal:

$$u_{\min}\approx2\sqrt{u_Su_D}\,e^{-\ell/2\lambda_S}.\tag{8}$$

The barrier lowering is the rise of $u_{\min}$ per volt of drain bias at fixed gate voltage. Between $V_D=0.05$ and 0.70 V, equation (8) gives

$$\frac{2e^{-2.795}\,(\sqrt{0.50\times1.20}-\sqrt{0.50\times0.55})}{0.65}
=0.047 ,$$

or 47 mV/V. The full hyperbolic expression gives 46.6 mV/V.

Replacing $\lambda_S$ by $\lambda_1$ alone gives 39.9 mV/V, yet the two-dimensional solution gives 45.8 mV/V. What is missing is the amplitude with which the contact excites the slowest mode. Let $\psi(y)$ be that mode's profile with $\psi(0)=1$, and let $f(y)$ be the contact profile: unity in the film, falling linearly to zero across the oxide. The modes satisfy $-(\varepsilon\psi')'=k^2\varepsilon\psi$, so different modes are orthogonal with weight $\varepsilon$. Projection gives

$$A=\frac{\int_0^{a+d}\varepsilon f\psi\,dy}{\int_0^{a+d}\varepsilon\psi^2\,dy}=1.149 .$$

As a limit, without oxide $A=(2a/\pi)/(a/2)=4/\pi$. Multiplying 39.9 mV/V by 1.149 recovers 45.8 mV/V.

For the contact profile assumed here, Suzuki's barrier lowering is thus only 1.8 percent high, because the excess length slightly more than compensates for the missing amplitude. This depends on channel length. By (8), the length error multiplies $u_{\min}$ by $\exp[(\ell/2)(1/\lambda_1-1/\lambda_S)]$, while $A$ is fixed. The factors balance when

$$\ell=\frac{2\ln A}{1/\lambda_1-1/\lambda_S}\approx22\ \mathrm{nm}$$

for this cross-section. In longer channels the length error wins, and the relative error of the barrier lowering grows.

## Beside a real device

These dimensions and the 0.7 V drain bias are roughly those of recent silicon fin transistors. One important assumption is that source and drain are ideal equipotentials. For abrupt contacts doped at $10^{20}\ \mathrm{cm^{-3}}$, a depletion estimate using the field $u/\lambda_S$ puts 0.035 V inside the source and 0.17 V inside the drain at high bias. Equation (8) then lowers $u_{\min}$ by about 11 percent. This is a low figure, because full depletion underestimates a source drop that is close to $k_BT/q$; a self-consistent two-dimensional solution with Fermi–Dirac electrons lowers $u_{\min}$ by about 18 percent. The error in $\lambda_S$ alone raises $u_{\min}$ by about 17 percent, but the missing amplitude cancels most of that, so the contact depletion exceeds the net error of Suzuki's model. Real junctions are also graded, which this estimate omits.

Two details of the cross-section matter less. A stack of 0.6 nm oxide and 2.05 nm of a dielectric with relative permittivity 20 has the same 1 nm equivalent thickness but gives $\lambda_1=4.28$ nm. A top gate on a 45 nm high fin, with the simple oxide, reduces it to about 4.19 nm. Each shift is about 1 percent. The second figure assumes that no field passes through the base of the fin; a buried oxide or an ungated sub-fin supports slower modes of its own. The film thickness matters far more: by (6), 7 or 9 nm in place of 8 nm gives $\lambda_1=3.88$ or 4.58 nm, about 8 percent per nanometre, so a tapered fin is not described by a single length.

Mobile charge is negligible at the barrier top. Linearized screening adds $q^2n/(\varepsilon_sk_BT)$ to $1/\lambda_S^2$, where $n$ is the electron density, and reaches 10 percent of it at $n=8\times10^{16}\ \mathrm{cm^{-3}}$. The estimated density at the top is $5\times10^{13}\ \mathrm{cm^{-3}}$. Near the source the neglect fails: electrons exceed the 10 percent level over roughly the first 2 nm (with screening and contact depletion ignored, 2.5 nm from a single exponential of length $\lambda_S$ and about 2.9 nm from the two-dimensional solution). Above threshold they do so in the channel as well, and neither length then describes the potential. Doping of $10^{16}\ \mathrm{cm^{-3}}$ shifts the mid-film potential by only 0.3 mV.

Quantum effects change the current and threshold more directly than the electrostatic length. Confinement raises the lowest electron energy by about 6 or 31 meV for masses of 0.92 or 0.19 electron masses across the film. A parabolic barrier-top estimate, with a mass of 0.19 electron masses along the channel, gives 13 percent more source-to-drain current from tunnelling at high drain bias. These masses are for a film with (100) faces and a $\langle100\rangle$ channel. Many fins instead have (110) sidewalls and a $\langle110\rangle$ channel. Their lowest valleys have masses of about 0.32 across the film and 0.55 along the channel, so the confinement energy lies between the two values above and tunnelling is weaker. For a rough 3.1 eV barrier and a mass of 0.4, the exponential factor in the transmission through 1 nm of oxide is about $10^{-5}$, so gate leakage has to be considered separately.

The drain edge is the most strained part of the model. If the whole 1.20 V fell across 1 nm of oxide, the field would be 12 MV/cm, around the rough breakdown range of silicon dioxide; contact depletion reduces it. With ideal contacts the mid-film window for band-to-band tunnelling is closed by about 0.01 eV; contact depletion lowers $u_{\min}$ by 0.01 to 0.02 V, which brings this margin to about zero. At the film faces the slowest mode is smaller by the factor $\cos ka=0.59$, so the valence band at the barrier lies higher and the window, measured to the drain's conduction-band edge, is open by about 0.03 eV. At the contact doping used above, however, the Fermi level lies about 0.06 eV above that edge, so most of the drain states in this window are already occupied. Confinement, omitted from this estimate, also widens the gap. Both effects work against such leakage, but the inputs are too rough to settle whether it occurs. The numerical output lists the values behind most of these estimates.

## Values computed for the example and the checks

```
film, oxide, channel: 8.0, 1.0, 25.0 nm
relative permittivity Si, oxide: 11.7, 3.9
temperature 300 K, kT/q 25.85 mV
source u_S 0.50 V; drain bias 0.05, 0.70 V
b = eps_ox*a/(eps_si*t_ox): 1.3333
no oxide: Suzuki length 2.8284 nm
no oxide: exact length (grid) 2.5465 nm
no oxide: film-average length 2.3094 nm
no oxide: ratio Suzuki/exact (grid) 1.1107
pi/(2 sqrt 2): 1.11072
central curvature*a^2: cosine 2.4674, parabola 2.0
s = 0.005: relative change of ratio -4.831e-05, -2s^2 -5.000e-05
example: Suzuki length 4.4721 nm
example: surface-based length 3.4641 nm
example: film-average length 4.1633 nm
example: exact length, matching 4.2319 nm
example: exact length, grid mode 4.2319 nm
example: decay of 2D solution 4.2324 nm
example: ratio Suzuki/exact 1.0568
t_ox/t_si 0.01: ratio 1.1091
t_ox/t_si 0.05: ratio 1.0900
t_ox/t_si 0.25: ratio 1.0221
t_ox/t_si 0.50: ratio 0.9796
t_ox/t_si 1.00: ratio 0.9213
ratio is 1 at t_ox/t_si = 0.3661
entrance amplitude of slowest mode 1.1489
barrier lowering, Suzuki 46.65 mV/V
barrier lowering, exact length only 39.90 mV/V
barrier lowering, exact mode+amplitude 45.83 mV/V
barrier lowering, 2D solution 45.83 mV/V
lowest mid-film u at high drain bias 94.2 mV
doping 1e+16 cm^-3 shifts mid-film by 0.309 mV
stack: 0.6 nm oxide + 2.05 nm of permittivity 20
exact length with that stack 4.2785 nm
exact length, top gate on 45 nm fin: about 4.1865 nm
confinement, mass 0.92, 0.19: 6.4, 30.9 meV
source-drain tunnelling: current factor 1.128
source doping 1e+20 cm^-3, Fermi level +64 meV
density at barrier top 5.0e+13 cm^-3
density for 10 percent screening 8.4e+16 cm^-3
source electrons exceed it over first 2.50 nm
contact depletion drop: source 0.035, drain 0.171 V
largest oxide field at drain, upper bound 12.0 MV/cm
gate barrier 3.1 eV, mass 0.4: transmission 1.1e-05
band-to-band window (gap 1.12 eV): -0.014 eV
```
